# Detailed balance fixes populations, not relaxation rates: a two-level case

**Q:** I am setting up a kinetic Monte Carlo model of silicon growth. Some units on the surface can sit in two states of slightly different energy. I use Metropolis acceptance for the switching, and a colleague uses the heat-bath rule. Both obey detailed balance with the same energies, so our simulations must describe the same kinetics. Is that not what detailed balance is for?

**A:** Detailed balance guarantees that the Boltzmann distribution is stationary. Whether it also fixes the speed of approach can be settled with two levels.

Let the lower level have energy 0 and the upper one energy $D>0$, with equal statistical weights. Let $p(t)$ be the probability of the upper level, $u$ the rate from lower to upper, and $d$ the rate from upper to lower. Probability enters the upper level at the rate $u(1-p)$ and leaves it at the rate $dp$, so

$$\frac{dp}{dt}=u(1-p)-dp=u-(u+d)p .$$

Setting the derivative to zero gives $p_{eq}=u/(u+d)$. Since $u=(u+d)p_{eq}$,

$$\frac{dp}{dt}=-(u+d)(p-p_{eq}),\qquad p(t)=p_{eq}+[p(0)-p_{eq}]e^{-\lambda t},\qquad \lambda=u+d .$$

The population depends on the ratio of the two rates, and the relaxation rate on their sum. Detailed balance demands equal flows in equilibrium, $u(1-p_{eq})=d\,p_{eq}$. With Boltzmann populations this becomes

$$\frac ud=\frac{p_{eq}}{1-p_{eq}}=b,\qquad b=e^{-x},\qquad x=\frac{D}{kT}.$$

That is one equation for two unknowns. Every solution has the form

$$u=S e^{-x/2},\qquad d=S e^{x/2},\qquad \lambda=2S\cosh(x/2),$$

with any positive $S$, which may depend on $D$ and $T$. Detailed balance says nothing about $S$.

**Q:** But we do not choose $S$ freely. We both use the same attempt rate $w_0$. Does that not settle it?

**A:** It settles each rule separately. Let attempts arrive at random as a Poisson process with rate $w_0$. In a short time $dt$ an attempt occurs with probability $w_0\,dt$, so a transition rate is $w_0$ times the probability that an attempt produces that transition.

In your Metropolis rule each attempt proposes the other level and accepts it with probability $\min(1,e^{-\Delta E/kT})$. The downward move is always accepted and the upward move with probability $b$:

$$u_M=w_0b,\qquad d_M=w_0,\qquad \lambda_M=w_0(1+b).$$

The heat-bath rule forgets the current level and draws a new one from the Boltzmann weights. The upper level is drawn with probability $b/(1+b)$ and the lower one with probability $1/(1+b)$:

$$u_H=\frac{w_0b}{1+b},\qquad d_H=\frac{w_0}{1+b},\qquad \lambda_H=w_0 .$$

Both pairs have $u/d=b$, hence the same $p_{eq}=b/(1+b)$. Their relaxation rates obey

$$\frac{\lambda_M}{\lambda_H}=1+e^{-D/kT}.$$

For $D\to0$ the ratio is 2: Metropolis switches at every attempt, whereas heat bath redraws the present level half the time. For $D\gg kT$ the ratio tends to 1, because both rules then send nearly every attempt from the upper level downward and rarely go up.

**Q:** So the disagreement never exceeds a factor of two?

**A:** For these two rules with Poisson attempts, it never exceeds two. Other rules can differ by more. Setting $S=w_0$ gives a symmetric rule with $\lambda=2w_0\cosh(x/2)$, and its ratio to heat bath grows without limit as $x$ increases. Its downward rate $w_0e^{x/2}$ exceeds $w_0$, so it cannot be an acceptance probability times $w_0$. If neither rate may exceed $w_0$, then $\lambda=d(1+b)\le w_0(1+b)$, and Metropolis is the fastest choice.

The proposal convention matters as well. Suppose Metropolis picks its proposal at random from both levels, including the present one. Half the attempts are then wasted, and the rate becomes $w_0(1+b)/2$. For $D>0$ this is slower than heat bath, so the order of the two rules is reversed. The name of a rule does not specify its clock.

**Q:** Perhaps this concerns only the approach to equilibrium. Once equilibrium is reached, surely the two simulations look alike?

**A:** A snapshot does, but a film does not. In equilibrium the downward flips occur at the mean rate $p_{eq}d$, and detailed balance makes the upward flips equally frequent. The total flip frequency is therefore $2p_{eq}d$. Since $1/(1+b)=1-p_{eq}$,

$$f_M=2w_0p_{eq},\qquad f_H=2w_0p_{eq}(1-p_{eq}),\qquad \frac{f_M}{f_H}=\frac1{1-p_{eq}}=1+b .$$

The same factor appears, although no population is changing.

**Q:** My program advances in fixed steps instead of drawing Poisson times. Does the result survive?

**A:** It survives if a transition is improbable within one step. Let an attempt occur in each step with probability $q$. One Metropolis step changes the upper population to

$$p'=p+q[b(1-p)-p]=p+q[b-(1+b)p].$$

Because $b=(1+b)p_{eq}$, subtracting $p_{eq}$ gives

$$p'-p_{eq}=[1-q(1+b)](p-p_{eq}).$$

For heat bath, $p'=(1-q)p+qp_{eq}$, and the corresponding factor is $1-q$. While both factors are positive, the ratio of decay rates per step is

$$R(q)=\frac{\ln[1-q(1+b)]}{\ln(1-q)}\simeq(1+b)\left(1+\frac{qb}{2}\right)\quad(q\ll1).$$

The last form follows from $\ln(1-y)\simeq-y-y^2/2$, used above and below the line. For $b=0.370$ the full expression gives 1.67 at $q=0.5$, 1.40 at $q=0.1$ and 1.37 at $q=0.01$. The continuous-time factor is the limit $q\to0$. With fixed steps the bound of two no longer holds: $R=2.11$ at $q=0.65$, and $R$ grows without limit as $q\to1/(1+b)$.

At $q=1$ the comparison changes character. Heat bath reaches equilibrium in one step. Metropolis multiplies the deviation by $-b=-0.370$: a population started wholly in the upper level is wholly in the lower level after one step. It overshoots and then approaches equilibrium with alternating sign.

**Q:** Then I can repair everything by rescaling time. I multiply the heat-bath attempt rate by $1+b$ and we agree.

**A:** For one two-level system at one temperature, yes: both of its rates then agree. With more levels the repair generally fails. Let each pair of levels have its own attempts at rate $w_0$, and let heat bath redraw within that pair. For a pair separated by $\delta>0$, the Metropolis rates in both directions are larger by $1+e^{-\delta/kT}$. This factor depends on the splitting, so one new clock can serve all pairs only if their splittings are equal, as on an evenly spaced ladder with hops between neighbours.

Take three levels at 0, 0.06 and 0.20 eV, at 700 K, with every pair connected. Their master equation has two decaying modes, whose rates I obtained by numerical diagonalization of the rate matrix:

- slow mode: $1.406\,w_0$ for Metropolis and $1.049\,w_0$ for heat bath, a ratio of 1.34;
- fast mode: $2.098\,w_0$ and $1.951\,w_0$, a ratio of 1.08.

A change of clock multiplies all modes by one number, so it cannot match both.

**Q:** If neither rule is dictated by equilibrium, which one is right for an atom on a surface?

**A:** The surface decides, through the saddle between the two states. Consider classical motion along one coordinate $s$ with effective mass $m$ and potential $V(s)$. Assume that the starting well is in thermal equilibrium and that a trajectory crossing the saddle does not turn straight back. The rate is the probability density at the saddle times the mean outward velocity, counting only outward motion:

$$\int_0^\infty v\sqrt{\frac{m}{2\pi kT}}\,e^{-mv^2/2kT}dv=\sqrt{\frac{kT}{2\pi m}},
\qquad
r=\sqrt{\frac{kT}{2\pi m}}\;\frac{e^{-V_s/kT}}{\int_{well}e^{-V/kT}ds}.$$

Here $V_s$ is the saddle energy. For a harmonic well with minimum energy $V_0$ and frequency $\nu$, the potential is $V_0+\tfrac12m(2\pi\nu)^2s^2$, with $s$ measured from the minimum. If the barrier is much larger than $kT$, the integral may be extended over all $s$:

$$\int e^{-V/kT}ds=e^{-V_0/kT}\frac{1}{2\pi\nu}\sqrt{\frac{2\pi kT}{m}},\qquad r=\nu e^{-(V_s-V_0)/kT}.$$

The mass now enters only through $\nu$, which for a fixed potential varies as $m^{-1/2}$. Now let the saddle lie $E_a$ above the upper level, hence $E_a+D$ above the lower one, and let both wells have the same $\nu$. Then

$$d=\nu e^{-E_a/kT},\qquad u=\nu e^{-(E_a+D)/kT}=b\,d .$$

These are the Metropolis rates with $w_0=\nu e^{-E_a/kT}$. Detailed balance holds for every $E_a$, because the saddle energy cancels from $u/d$. It does not cancel from $u+d$.

**Q:** So Metropolis is physically correct after all?

**A:** It is correct in this model, with this choice of $w_0$. Metropolis with a constant $w_0$ contains no barrier. Heat bath with the same $w_0$ would need the downward rate $\nu e^{-E_a/kT}/(1+b)$, which corresponds to a barrier $E_a+kT\ln(1+b)$, a saddle that moves with temperature.

The difference shows in an Arrhenius plot. With $\beta=1/kT$,

$$\ln\lambda_M=\ln\nu-\beta E_a+\ln(1+e^{-\beta D}),\qquad
-\frac{d\ln\lambda_M}{d\beta}=E_a+\frac{De^{-\beta D}}{1+e^{-\beta D}}=E_a+p_{eq}D .$$

For heat bath the slope is $E_a$. A rescaling fitted at one temperature therefore drifts at another.

**Q:** Give me numbers for something that really sits on a silicon surface.

**A:** Take two silicon adatoms bound as an ad-dimer on top of a dimer row of Si(001). The ad-dimer can turn between two orientations. I use rough typical values as inputs: $D=0.06$ eV, $E_a=0.65$ eV above the upper orientation, and $\nu=10^{13}\ \mathrm{s^{-1}}$ for both.

At 700 K, $kT=0.0603$ eV, so $x=0.06/0.0603=0.995$ and $b=0.370$. The equilibrium upper population is $0.370/1.370=0.270$. The barrier rates are $d=2.09\times10^8\ \mathrm{s^{-1}}$ and $u=0.370\,d=0.77\times10^8\ \mathrm{s^{-1}}$. Hence

$$\lambda_M=2.86\times10^8\ \mathrm{s^{-1}},\qquad \lambda_H=2.09\times10^8\ \mathrm{s^{-1}},\qquad \lambda_M/\lambda_H=1.37 .$$

The relaxation times are 3.49 ns and 4.78 ns. If every dimer starts in the upper orientation, the upper population after 5 ns is

$$0.270+0.730\,e^{-5/3.49}=0.444\quad\text{(Metropolis)},$$

$$0.270+0.730\,e^{-5/4.78}=0.527\quad\text{(heat bath)}.$$

Both later settle at 0.270. The Arrhenius slopes at 700 K are $0.65+0.270\times0.06=0.666$ eV and 0.650 eV.

At 300 K, $x=2.32$ and $b=0.098$. The upper population is 0.089, and the relaxation rates are 132 and 120 $\mathrm{s^{-1}}$, a ratio of 1.10. Cooling brings these two rules together, but it drives the symmetric rule away: its ratio to heat bath is 2.25 at 700 K and 3.50 at 300 K.

**Q:** Would I see this by running the acceptance rules, without writing down any rates?

**A:** Yes. I applied each rule at Poisson attempts to 500,000 independent copies, with $b$ for 700 K. All copies started in the upper level, and the decay was read from the population after a time $1/w_0$. The relaxation rates came out as $1.368\,w_0$ for Metropolis and $1.001\,w_0$ for heat bath, against 1.370 and 1 from the formulas. With copies started in equilibrium, the flip frequencies were $0.540\,w_0$ and $0.395\,w_0$, against 0.540 and 0.394. The small differences are within the sampling error.

**Q:** How far should I trust the factor 1.37 for a real dimer?

**A:** Less far than its digits suggest. The turning of ad-dimers on Si(001) is a real process with a barrier of roughly 0.7 eV, and 700 K is a plausible, rather low temperature for silicon molecular-beam epitaxy. The inputs thus lie in the right regime, but the rates above are the model's, not measurements. The factor is sensitive to $D$, which is only roughly known, and to the assumption of equal vibrational weights. Unequal weights act like a change of $D$. Let the partition integral of the upper well, taken from its own minimum, be $g$ times that of the lower well. Then $u/d=gb$, and $D$ is replaced by the free-energy difference

$$F=D-kT\ln g .$$

If both rules use $F$, their ratio is $1+gb$ as long as $gb\le1$. At 700 K, $g=2$ gives $F=0.018$ eV and a ratio of 1.74, while $g=1/2$ gives $F=0.102$ eV and 1.18. For $gb>1$ the upper level is the more populated one, and the ratio becomes $1+1/(gb)$.

**Q:** And the absolute rate?

**A:** There the prefactor and the barrier both matter. Both relaxation rates are proportional to $\nu$, so an error of a factor of two in $\nu$ is a factor of two in each rate. An error of 0.05 eV in $E_a$ changes both relaxation rates by $e^{0.05/0.0603}=2.3$ at 700 K, more than the choice between the two rules does.

The other corrections I sized are smaller than this barrier error. For anharmonicity I used the illustrative potential $V=a(s^2-1)^2+cs$, with $a$ and $c$ adjusted to the same $D$ and $E_a$, and evaluated the flux formula by numerical quadrature at 700 K. Both rates are about 2% below the harmonic values computed with each well's own frequency. The upper well's frequency is 1.6% lower than the lower well's, so the population ratio is 0.377 instead of 0.370; the curvatures alone give 0.376.

For tunnelling I took a parabolic barrier top with frequency $\nu$. Let $\epsilon$ be the energy above the top in units of $kT$, and $y=h\nu/kT$. The standard transmission probability of such a barrier is $1/(1+e^{-2\pi\epsilon/y})$. Its thermal average relative to classical crossing is

$$\kappa=\int_{-\infty}^{\infty}\frac{e^{-\epsilon}}{1+e^{-2\pi\epsilon/y}}\,d\epsilon .$$

Numerical integration gives 1.02 at 700 K and 1.12 at 300 K. That is only the barrier's share. Replacing the classical harmonic well by its quantum levels raises the rate by a further factor $(2/y)\sinh(y/2)$, which is 1.02 at 700 K and 1.11 at 300 K. Together the two factors give 1.04 at 700 K and 1.24 at 300 K, the latter more than the 1.10 between the two rules. They refer to one coordinate with equal well and barrier frequencies; the other vibrations of a real dimer contribute factors not sized here. With the same $\nu$ in both wells, both factors multiply $u$ and $d$ alike, so they change $S$ and leave the populations alone. Immediate recrossing of the saddle, which I have not sized, would lower $S$, again without changing the populations.

**Q:** At 700 K the dimer can also move away. Does that spoil the two-level picture?

**A:** Not on the scale of one relaxation time. With a rough migration barrier of 0.95 eV from the lower orientation, the migration rate is $\nu e^{-0.95/0.0603}=1.4\times10^6\ \mathrm{s^{-1}}$. That is 0.7% of the heat-bath relaxation rate; from the upper orientation over the same saddle it would be 1.9%. Over many relaxation times migration must be included as a separate event.

**Q:** Then my growth simulation at 700 K is wrong by 37%?

**A:** No. The reorientation time itself would be wrong. But if a turn triggers no other event, the growth is noticeably affected only when other events often intervene before the orientation has relaxed. Suppose atoms arrive directly at 0.01 per site per second. The heat-bath relaxation rate is $2\times10^{10}$ times larger, so under either rule the orientation has its equilibrium population long before the next direct arrival. As far as these arrivals are concerned, the choice of rule for this one switch hardly matters. When ad-dimers and other places that capture atoms are far apart, adatoms that diffuse to the dimer come more often than direct arrivals, and their rate would need its own comparison.

The two time scales meet when $\nu e^{-E_a/kT}=0.01\ \mathrm{s^{-1}}$, that is, at

$$T=\frac{E_a}{k\ln(10^{13}/0.01)}\approx218\ \mathrm K .$$

This is the classical estimate; the two quantum factors above multiply the rate by 1.5 at this temperature and move the crossing to about 216 K. There kinetics does affect what an arriving atom finds, but the ratio of the two rules is only 1.04. The barrier error matters far more, because its factor $e^{0.05\,\mathrm{eV}/kT}$ grows on cooling.

**Q:** So where would my original belief lead me astray?

**A:** Wherever the result depends on the rates themselves and not only on their ratio: a reorientation time, a flip frequency, an activation energy, a population caught before it has relaxed or, with more than two levels, the choice between competing moves. Agreement of equilibrium populations cannot validate any of these, since it tests $u/d$ and leaves $S$ untouched. For such questions you need the saddle energy and the prefactor of each event, from a calculation or from a time-resolved measurement. Detailed balance then supplies the reverse rate once the forward rate and the free-energy difference are known.
